# Ziman's phonon scattering by degenerate electrons and the T² lattice conductivity

**Question**

I am trying to derive Ziman's rate for phonons scattered by electrons in a degenerate parabolic band. I understand that an electron on the Fermi surface can change its wave vector by at most about $2k_F$, so phonons with larger $q$ should not be scattered. My notes then say that "with this cutoff" the lattice thermal conductivity goes as $T^2$.

I can't connect the two statements. If phonons above $2k_F$ are not scattered, why isn't their conductivity infinite? And where does the square come from? I would also like to put in numbers for n-type silicon with $10^{20}$ electrons per cm³ at 5 K, but I don't know which deformation potential to use when there are six valleys.

**Answer**

The cutoff and the $T^2$ law have different origins. The law comes from the scattering rate below the cutoff, which is proportional to frequency. The cutoff limits the temperature range in which the law holds.

**The golden-rule rate**

Take longitudinal acoustic (LA) phonons with $\omega=vq$ in a crystal of density $\rho$ and volume $V$. An electron of mass $m$ has energy $E=\hbar^2k^2/2m$ and feels the potential $D\,\nabla\cdot\mathbf u$. Let $g$ be the number of spin states times the number of valleys; an electron keeps its spin and its valley. The electrons are held in equilibrium, so phonon drag is excluded.

One mode contributes to the displacement

$$\mathbf u=\sqrt{\frac{\hbar}{2\rho V\omega}}\;\hat{\mathbf q}\left(a\,e^{i\mathbf q\cdot\mathbf r}+a^\dagger e^{-i\mathbf q\cdot\mathbf r}\right).$$

The divergence brings down a factor of magnitude $q$, so the squared matrix element, without occupation factors, is

$$|M|^2=\frac{\hbar D^2q^2}{2\rho V\omega}.$$

Write $f=f(E)$ and $f'=f(E+\hbar\omega)$. Absorption minus emission is weighted by

$$Nf(1-f')-(N+1)f'(1-f)=N(f-f')-f'(1-f).$$

For Fermi functions, $f'(1-f)=e^{-\hbar\omega/k_BT}f(1-f')$, and for the equilibrium phonon number $e^{-\hbar\omega/k_BT}=N_0/(N_0+1)$. Hence $(N_0+1)f'(1-f)=N_0f(1-f')$, which rearranges to $f'(1-f)=N_0(f-f')$. The weight is therefore $(N-N_0)(f-f')$, and $dN/dt=-(N-N_0)/\tau$ with

$$\frac1\tau=\frac{2\pi}{\hbar}|M|^2\,g\sum_{\mathbf k}(f_{\mathbf k}-f_{\mathbf k+\mathbf q})\,\delta(E_{\mathbf k+\mathbf q}-E_{\mathbf k}-\hbar\omega).$$

**Where the cutoff appears**

Let $c$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. The argument of the delta function is

$$\frac{\hbar^2kq\,c}{m}+\frac{\hbar^2q^2}{2m}-\hbar vq,$$

which vanishes at $c=(mv/\hbar-q/2)/k$. Since $|c|\le1$, only electrons with $k\ge|q/2-mv/\hbar|$ take part. The integral over $c$ gives $m/(\hbar^2kq)$. With $k\,dk=m\,dE/\hbar^2$, the sum becomes

$$\frac{V}{(2\pi)^3}\,2\pi\int k^2dk\,\frac{m}{\hbar^2kq}(f-f')=\frac{Vm^2}{4\pi^2\hbar^4q}\int_{E_{\min}}^\infty(f-f')\,dE,$$

$$E_{\min}=\frac{\hbar^2}{2m}\left(\frac q2-\frac{mv}{\hbar}\right)^2.$$

Using $\int_{E_0}^\infty f\,dE=k_BT\ln[1+e^{(\mu-E_0)/k_BT}]$ for each term, and collecting the prefactors with $\omega=vq$,

$$\frac1\tau=\frac{g\,m^2D^2}{4\pi\rho v\hbar^4}\;k_BT\ln\frac{1+e^{(\mu-E_{\min})/k_BT}}{1+e^{(\mu-E_{\min}-\hbar\omega)/k_BT}}.$$

This is Ziman's expression for a general degree of degeneracy. A direct momentum-space sum with a narrow Gaussian in place of the delta function agrees with it to about 0.1%, relative to the formula, at the four wave vectors tested.

Now let the band be degenerate, $k_BT\ll E_F$, so $\mu\simeq E_F$. If both $E_{\min}$ and $E_{\min}+\hbar\omega$ lie well below $E_F$, the ones in the logarithm are negligible and $k_BT\ln(\ldots)\to\hbar\omega$. If $E_{\min}$ lies well above $E_F$, the logarithm vanishes exponentially. To locate the edge, note that

$$E_{\min}+\hbar\omega=\frac{\hbar^2}{2m}\left(\frac q2+\frac{mv}{\hbar}\right)^2.$$

At $T=0$ the full rate thus holds up to $q=2(k_F-mv/\hbar)$, and the rate is zero beyond $q=2(k_F+mv/\hbar)$. When $v\ll v_F=\hbar k_F/m$, this narrow ramp can be replaced by a step:

$$\frac1\tau=A\omega\quad(q<2k_F),\qquad \frac1\tau=0\quad(q>2k_F),\qquad A=\frac{g\,m^2D^2}{4\pi\rho v\hbar^3}.$$

**Where $T^2$ comes from**

In a temperature gradient along $z$, the relaxation-time Boltzmann equation gives $\delta N=-\tau v_z(\partial N_0/\partial T)(dT/dz)$. Summing the heat flux $\hbar\omega v_z\delta N$ over modes, with $v_z^2$ averaging to $v^2/3$, gives for one branch

$$\kappa=\frac1{6\pi^2}\int q^2dq\;v^2\tau\,\hbar\omega\frac{\partial N_0}{\partial T}.$$

Set $x=\hbar vq/k_BT$. Then $\hbar\omega\,\partial N_0/\partial T=k_Bx^2e^x/(e^x-1)^2$, $q^2dq=(k_BT/\hbar v)^3x^2dx$ and $\tau=\hbar/(Ak_BTx)$. The part carried by phonons below the cutoff is

$$\kappa_<=\frac{k_B}{6\pi^2vA}\left(\frac{k_BT}{\hbar}\right)^2\int_0^{X}\frac{x^3e^x}{(e^x-1)^2}dx,\qquad X=\frac{2\hbar vk_F}{k_BT}.$$

For $X\gg1$ the upper limit can be moved to infinity. Since $e^x/(e^x-1)^2=-\frac{d}{dx}(e^x-1)^{-1}$, integration by parts gives $3\int_0^\infty x^2dx/(e^x-1)=6\zeta(3)\approx7.212$. Inserting $A$,

$$\boxed{\kappa=\frac{4\zeta(3)}{\pi}\,\frac{\rho\hbar k_B^3T^2}{g\,m^2D^2}}\qquad(k_BT\ll2\hbar vk_F).$$

The sound speed has cancelled. In words, the heat capacity grows as $T^3$, while the free path of a typical thermal phonon falls as $1/\omega\propto1/T$. The product is $T^2$, and the cutoff has dropped out.

The opposite limit shows what the cutoff does. For $X\ll1$, with the electrons still degenerate and the dispersion still linear, each mode below $2k_F$ has heat capacity $k_B$, so

$$\kappa_<\to\frac{k_Bv^2}{6\pi^2}\int_0^{2k_F}\frac{q^2dq}{Avq}=\frac{k_Bvk_F^2}{3\pi^2A},$$

which is independent of temperature.

Your worry about infinity is justified. With the step rate and no other resistance, the phonons above $2k_F$ would carry unlimited heat at any nonzero temperature. Boundaries, impurities or other phonons must limit them. The $T^2$ law applies when two conditions hold: electrons are the main scatterers of the thermal phonons below the edge, and so few phonons above it are excited that, even with their long free paths, they carry little heat.

**Which $D$ to use in silicon**

A strain of amplitude $S$ along the unit vector $\mathbf n$ shifts the valley pair on axis $i$ by $D_iS$, where $D_i=\Xi_d+\Xi_un_i^2$. Electrons flow to screen this, adding a common potential energy $\phi S$. If $\mathcal N$ is the total density of states at $E_F$ per volume, the electron density changes by $-\mathcal N(\bar D+\phi)S$, with $\bar D=\Xi_d+\Xi_u/3$. Poisson's equation, with permittivity $\varepsilon$, then reads

$$\phi=-\frac{k_{TF}^2}{q^2}(\bar D+\phi),\quad k_{TF}^2=\frac{e^2\mathcal N}{\varepsilon}\quad\Rightarrow\quad\phi=-\bar D\,\frac{k_{TF}^2}{q^2+k_{TF}^2}.$$

For $q\ll k_{TF}$ the common shift is removed and $D_i+\phi\to\Xi_u(n_i^2-\tfrac13)$. The rate needs the mean square over valleys, $\Xi_u^2(\tfrac13\sum_in_i^4-\tfrac19)$. The average of $n_i^4$ over directions is $1/5$, so

$$D^2=\Xi_u^2\left(\frac15-\frac19\right)=\frac4{45}\,\Xi_u^2.$$

**Numbers at 5 K**

I take these model inputs, chosen to be of the size found in silicon and not meant as precise measured values: masses 0.92 and 0.19 $m_e$, $\Xi_u=9$ eV, $\rho=2330$ kg/m³, $v=9000$ m/s and relative permittivity 11.7. Each ellipsoidal valley is replaced by a sphere with the same density of states, so $m=(0.92\times0.19^2)^{1/3}m_e=0.321\,m_e$. Six valleys and two spins give $g=12$.

- Fermi wave vector: $k_F=(6\pi^2n/g)^{1/3}=0.790$ nm⁻¹, so the cutoff is at 1.58 nm⁻¹. The Fermi energy is 74 meV, or 859 K, and the band is strongly degenerate.
- Edge: $v/v_F=0.032$, so the step is a good approximation for the heat carried well below the edge. The cutoff corresponds to $2\hbar vk_F/k_B=109$ K, giving $X\approx22$ at 5 K.
- Coupling: $D=\sqrt{4/45}\times9$ eV $=2.68$ eV.

In SI units $m=2.93\times10^{-31}$ kg and $D=4.30\times10^{-19}$ J, so $g\,m^2D^2=1.90\times10^{-97}$ kg² J². Therefore

$$A=\frac{1.90\times10^{-97}}{4\pi(2330)(9000)(1.0546\times10^{-34})^3}=6.15\times10^{-4},$$

$$\kappa=\frac{4.81\,(2330)(1.055\times10^{-34})(1.381\times10^{-23})^3(5)^2}{\pi\,(1.90\times10^{-97})}=0.13\ \mathrm{W/(m\,K)},$$

or 1.3 mW/(cm K). The integrand for $\kappa$ peaks at $x=2.58$, that is, at $q=0.187$ nm⁻¹. Such a phonon lives 0.96 ns and travels 8.7 µm. There $(q/k_{TF})^2=0.011$, so the screened limit is reasonable. It is not accurate near $2k_F$, where this ratio is about 0.8; keeping $D$ constant up to the cutoff is a simplification.

To see the cutoff act, add a boundary rate $v/L$ with $L=1$ mm for all phonons. The column with the cutoff uses the full logarithmic rate, not the step, because the number of phonons above the edge falls as $e^{-X}$ and is sensitive to where the edge lies. At 10 K, moving the edge by $2mv/\hbar$ changes $X$ by $Xv/v_F\approx0.34$. The thermal tail of the logarithm pushes the point where the electron rate drops below $v/L$ further out, from $1.03\times2k_F$ to about $1.06\times2k_F$. The two effects are of similar size and together lower the heat carried above the edge by a factor of about 1.5: the step would give $\kappa=3.1$ W/(m K) where the full rate gives 2.2. The column without the cutoff uses $A\omega$ at all $q$. Let $p=d\ln\kappa/d\ln T$.

| $T$ (K) | $p$, with cutoff | $p$, without cutoff |
|---|---|---|
| 3 | 2.02 | 2.02 |
| 5 | 2.02 | 2.01 |
| 7 | 2.86 | 2.01 |
| 10 | 8.62 | 2.01 |

Removing the cutoff preserves $T^2$; keeping it destroys the law well below 109 K. The reason is the jump in free path at $2k_F$. Scaling 8.7 µm by $1/q$ gives about 1 µm just below the edge, against 1 mm above it. At 10 K the few phonons above the edge raise $\kappa$ from the formula's 0.52 to 2.2 W/(m K). The temperature at which this happens depends on $L$, on any other scattering of these phonons and on the shape of the valleys. In natural silicon, isotope scattering alone (rate $\propto\omega^4$) exceeds $v/L$ just above the edge: it cuts the free path there to about 0.1–0.3 mm and the 10 K value to about 0.7–0.9 W/(m K). With the ellipsoidal valleys of silicon, the cutoff in a given direction is the longest diameter parallel to $\mathbf q$ that any valley offers. It lies between 1.42 nm⁻¹ (along [111]) and 2.67 nm⁻¹ (along [100]), on either side of the 1.58 nm⁻¹ of the spherical model. These are cutoffs for scattering within a valley; with minima 0.85 of the way to X, umklapp transfer between opposite valleys is kinematically open along [100] from about 0.8 to 6.1 nm⁻¹ and is not included here. The table therefore illustrates the mechanism and does not locate the breakdown in real silicon.

**How far to trust the 5 K value**

The derivation treats electron momentum as sharp on the scale of $q$, which requires $ql\gg1$ for an electron free path $l$. With an assumed mobility of 100 cm²/(V s), $l=\hbar k_F\mu_e/e=5.2$ nm, where $\mu_e$ is the mobility, and $ql=0.97$ at the dominant wave vector. The condition fails. Nor is there much room elsewhere: the range from $1/l$ to $2k_F$ spans only a factor $2k_Fl\approx8$. The 0.13 W/(m K) is thus an evaluation of Ziman's clean-electron formula, not a prediction for such a sample.

It is also the LA contribution alone, and this is the smaller part. A transverse mode with polarization $\mathbf e$ shifts valley $i$ by $\Xi_ue_in_iS$, whose mean square in an isotropic medium is $\Xi_u^2/15$; since the sound speed cancels, the same averaging gives the two transverse branches together $8/3$ of the LA conductivity, with a lower cutoff temperature (about 66 K for $v=5500$ m/s). Transverse phonons, valley anisotropy and scattering of phonons by impurities are left out.

Finally, I averaged the rate over directions before inverting it. The average of $1/\text{rate}$ is at least as large as $1/\text{average rate}$, so this underestimates $\kappa$ within the model. The difference matters: with the 1 mm boundary rate included, resolving the directions for the same spherical valleys raises the 5 K value from 0.13 to roughly 0.3 W/(m K). This value depends on $L$ (about 0.21 for 0.1 mm, 0.46 for 10 mm), and the local exponent rises to about 2.16, so with this coupling the $T^2$ law holds only up to a logarithmic factor. The cause is that along [111] all $n_i^2=1/3$, and the screened coupling vanishes. At a small angle $\delta$ from that axis the rate goes as $\delta^2$ and the solid angle as $\delta\,d\delta$, so the average of $1/\text{rate}$ diverges logarithmically. A direction-resolved calculation therefore needs residual unscreened coupling or another scattering process there. The numerical output gives the remaining intermediate values.

## Computed results

```
electron density = 1.0e+20 cm^-3; valleys = 6
longitudinal mass = 0.92, transverse mass = 0.19 m_e
density-of-states mass per valley = 0.3214 m_e
Xi_u = 9.0 eV; screened mean D = 2.683 eV
mean D^2/Xi_u^2 from screening equations = 0.088889
4/45 = 0.088889
density = 2330 kg/m^3; LA speed = 9000 m/s
relative permittivity = 11.7
mobility = 100 cm^2/(V s); size L = 1.0 mm
kF = 0.7902 nm^-1; 2kF = 1.5805 nm^-1
EF = 74.02 meV; EF/kB = 859 K
vF = 2.846e+05 m/s; v/vF = 0.0316
edge half-width 2mv/hbar = 0.0500 nm^-1
cutoff temperature 2 hbar v kF/kB = 108.6 K
Thomas-Fermi wave number = 1.7704 nm^-1
A = 1/(omega tau) = 6.1528e-04 (dimensionless)
heat integral J3 = 7.212341; dominant x = 2.5757
example temperature = 5.0 K
dominant q = 0.1873 nm^-1
dominant omega = 1.6860e+12 rad/s
(q/kTF)^2 at dominant q = 0.01120
phonon rate at dominant q = 1.0374e+09 s^-1
phonon lifetime = 0.9640 ns
phonon free path = 8.676 micrometre
electron free path l = 5.201 nm
q l at dominant q = 0.974; kF l = 4.110
kappa/T^2, LA branch = 5.20485e-03 W/(m K^3)
kappa, T^2 formula = 0.13012 W/(m K)
same in other unit = 1.3012 mW/(cm K)
kappa, direct mode sum below cutoff = 0.13012 W/(m K)
largest relative error, golden-rule sum = 1.1e-03
Table: kappa in W/(m K), p = local temperature exponent
cut/uncut: with/without 2kF cutoff, both with boundaries
T= 3.0 K formula=0.0468 cut=0.0461 p=2.016 uncut=0.0461 p=2.016
T= 5.0 K formula=0.1301 cut=0.1289 p=2.015 uncut=0.1288 p=2.010
T= 7.0 K formula=0.2550 cut=0.2706 p=2.861 uncut=0.2532 p=2.007
T=10.0 K formula=0.5205 cut=2.2030 p=8.617 uncut=0.5179 p=2.005
```
